# Stability limit of a periodic insulating calculation in a finite field: a program that tests the result

```python
"""
Result under test: a periodic insulating calculation in a finite field F loses
its local minimum at e F L = 2 pi [Eg + (pi/N) sqrt(Eg*kappa) + O(1/N^2)].
L = N*a is the sampled length, N the number of k points, a the cell length,
Eg the minimum direct gap, kappa its second derivative with respect to k*a.
Lam = e F L/(2 pi) is the field strength in eV. One filled band per spin.
Model: H = [[-m, i g sin q], [-i g sin q, m]], m = D/2 + b(1-cos q), q = k*a.
Both orbitals sit on the lattice point. Energies in eV, lengths in nm.
"""
import numpy as np
from scipy.constants import e as e_charge, epsilon_0


def make_model(N, D, b, g):
    q = 2*np.pi*np.arange(N)/N
    m = D/2 + b*(1-np.cos(q))
    w = g*np.sin(q)
    half = np.arctan2(w, m)/2
    u = np.stack([np.cos(half), 1j*np.sin(half)], axis=1)
    v = np.stack([1j*np.sin(half), np.cos(half)], axis=1)
    H = np.zeros((N, 2, 2), complex)
    H[:, 0, 0], H[:, 1, 1] = -m, m
    H[:, 0, 1], H[:, 1, 0] = 1j*w, -1j*w
    return dict(N=N, H=H, u=u, v=v, gap=2*np.hypot(m, w))


def dot(x, y):
    return np.sum(x.conj()*y, axis=1)


def spinors(z, model):
    s = model['u'] + z[:, None]*model['v']
    return s/np.linalg.norm(s, axis=1)[:, None]


def link_phase(s):
    return np.sum(np.angle(dot(s, np.roll(s, -1, axis=0))))


def functional(s, model, Lam):
    """N times the energy per cell and spin, directly from its definition."""
    band = np.einsum('ki,kij,kj->', s.conj(), model['H'], s).real
    return band - Lam*link_phase(s)


def grad_hess(z, model, Lam):
    """Analytic derivatives with respect to (Re z, Im z)."""
    N, gap, u, v = (model[key] for key in ('N', 'gap', 'u', 'v'))
    un, vn, zn = np.roll(u, -1, 0), np.roll(v, -1, 0), np.roll(z, -1)
    uv, vu, vv = dot(u, vn), dot(v, un), dot(v, vn)
    link = dot(u, un) + uv*zn + vu*z.conj() + vv*z.conj()*zn
    left, right = vu + vv*zn, uv + vv*z.conj()
    first = [left, -1j*left, right, 1j*right]
    second = {(0, 2): vv, (0, 3): 1j*vv, (1, 2): -1j*vv, (1, 3): vv}
    j = np.arange(N)
    nxt = (j+1) % N
    idx = [j, N+j, nxt, N+nxt]
    xy = [z.real, z.imag]
    den = 1 + abs(z)**2
    G, K = np.zeros(2*N), np.zeros((2*N, 2*N))
    for p in range(2):
        G[idx[p]] += 2*gap*xy[p]/den**2
        for r in range(2):
            K[idx[p], idx[r]] += (2*gap/den**2*(p == r)
                                  - 8*gap*xy[p]*xy[r]/den**3)
    for p in range(4):
        np.add.at(G, idx[p], -Lam*np.imag(first[p]/link))
        for r in range(4):
            sec = second.get((min(p, r), max(p, r)), 0)
            term = sec/link - first[p]*first[r]/link**2
            np.add.at(K, (idx[p], idx[r]), -Lam*np.imag(term))
    return G, K


def stationary(model, Lam, start):
    """Newton solution, its lowest curvature, and a convergence flag."""
    z, N = start.copy(), model['N']
    for _ in range(30):
        G, K = grad_hess(z, model, Lam)
        if np.max(abs(G)) < 1e-10:
            return z, np.linalg.eigvalsh(K)[0]/2, True
        step = np.linalg.solve(K, -G)
        z = z + step[:N] + 1j*step[N:]
        if not np.all(np.isfinite(z)) or np.max(abs(z)) > 1e3:
            break
    return z, -np.inf, False


def threshold(model):
    Eg = model['gap'].min()
    low, high = 0.5*Eg, 2.5*Eg
    z, curv, ok = stationary(model, low, np.zeros(model['N'], complex))
    assert ok and curv > 0
    for _ in range(30):
        mid = (low+high)/2
        trial, curv, ok = stationary(model, mid, z)
        if ok and curv > 0:
            low, z = mid, trial
        else:
            high = mid
    return low, z


def descend(z, model, Lam, steps=3000, dt=0.08):
    """Projected steepest descent on spinors; stops after runaway."""
    s = spinors(z, model)
    weight = 0.0
    for _ in range(steps):
        nxt, prv = np.roll(s, -1, 0), np.roll(s, 1, 0)
        force = np.einsum('kij,kj->ki', model['H'], s)
        force = force - Lam/(2j)*(nxt/dot(s, nxt)[:, None]
                                  - prv/dot(s, prv)[:, None])
        force -= dot(s, force)[:, None]*s
        s = s - dt*force
        s /= np.linalg.norm(s, axis=1)[:, None]
        weight = np.max(abs(dot(model['v'], s))**2)
        if weight > 0.5:
            break
    return s, weight


D, b, g, a = 4.0, 1.0, 0.8, 0.5
rng = np.random.default_rng(4)
print(f"gap parameter D = {D:.2f} eV, dispersion b = {b:.2f} eV")
print(f"interband coupling g = {g:.2f} eV, cell length a = {a:.2f} nm")

# Derivatives against the functional itself
small = make_model(6, D, b, g)
z0 = 0.15*(rng.normal(size=6) + 1j*rng.normal(size=6))
G0, K0 = grad_hess(z0, small, 2.3)
h = 1e-5
for i in range(12):
    dz = np.zeros(6, complex)
    dz[i % 6] = h if i < 6 else 1j*h
    fd = (functional(spinors(z0+dz, small), small, 2.3)
          - functional(spinors(z0-dz, small), small, 2.3))/(2*h)
    assert abs(fd-G0[i]) < 1e-6
    fdK = (grad_hess(z0+dz, small, 2.3)[0]
           - grad_hess(z0-dz, small, 2.3)[0])/(2*h)
    assert np.max(abs(fdK-K0[i])) < 1e-6

# Flat gap: full Hessian threshold against the largest mesh sine
for N in (5, 6, 8, 12):
    sine = np.max(np.sin(2*np.pi*np.arange(N)/N))
    Lc, _ = threshold(make_model(N, D, 0, 0))
    assert abs(Lc*sine/D-1) < 1e-6
    print(f"flat gap, N={N:2d}: s_N={sine:.4f}, eFcL/Eg={2*np.pi*Lc/D:.4f}")

# Dispersive uncoupled bands: rigorous bounds
for N in (8, 16):
    mod = make_model(N, D, b, 0)
    Lc, _ = threshold(mod)
    assert mod['gap'].min() <= Lc <= mod['gap'].mean()
    print(f"uncoupled bands, N={N:2d}: Lam_c={Lc:.4f} eV, bounds "
          f"{mod['gap'].min():.3f} and {mod['gap'].mean():.3f} eV")

# Curvature of the direct gap by finite difference
def direct_gap(q):
    return 2*np.hypot(D/2+b*(1-np.cos(q)), g*np.sin(q))


kappa = 2*b + 4*g*g/D
numeric = (direct_gap(1e-3)+direct_gap(-1e-3)-2*direct_gap(0))/1e-6
assert abs(numeric/kappa-1) < 1e-4
slope = np.pi*np.sqrt(D*kappa)
print(f"gap curvature kappa = {kappa:.4f} eV (derivative in k*a)")

# Thresholds of the coupled, polarized chain
results = {}
for N in (24, 48, 96):
    mod = make_model(N, D, b, g)
    Lc, zc = threshold(mod)
    results[N] = Lc
    L = N*a
    law = D + slope/N
    print(f"N={N}: L={L:.1f} nm, Lam_c={Lc:.4f} eV, two-term law={law:.4f} eV")
    print(f"  eFcL/Eg={2*np.pi*Lc/D:.4f}, Fc={2*np.pi*Lc/L:.4f} V/nm, "
          f"Eg/(eL)={D/L:.4f} V/nm")
    print(f"  largest |z| near threshold = {np.max(abs(zc)):.4f}")
assert abs(results[96]/(D+slope/96)-1) < 0.005
fitted = 2*96*(results[96]-D) - 48*(results[48]-D)
assert abs(fitted/slope-1) < 0.03
print(f"1/N coefficient: extrapolated {fitted:.3f} eV, law {slope:.3f} eV")
print(f"large-L limit of eFcL/Eg = {2*np.pi:.4f}")

# Other gaps at the same sampled length
for other in (2.0, 6.0):
    Lc, _ = threshold(make_model(96, other, b, g))
    law = other + np.pi/96*np.sqrt(other*(2*b+4*g*g/other))
    assert abs(Lc/law-1) < 0.01
    print(f"gap {other:.1f} eV, N=96: Lam_c={Lc:.4f} eV, law={law:.4f} eV")

# Curvature on the way to the threshold
mod = make_model(24, D, b, g)
z, previous = np.zeros(24, complex), np.inf
for ratio in (1, 2, 4, 6):
    z, curv, ok = stationary(mod, ratio*D/(2*np.pi), z)
    assert ok and 0 < curv < previous
    previous = curv
    print(f"N=24, eFL/Eg={ratio}: lowest curvature = {curv:.4f} eV")

# Independent descent below and above threshold
noise = 1e-3*(rng.normal(size=24)+1j*rng.normal(size=24))
below, above = 0.95*results[24], 1.05*results[24]
zs, curv, ok = stationary(mod, below, z)
assert ok and curv > 0
s, weight = descend(zs+noise, mod, below)
error = np.max(abs(dot(mod['v'], s)/dot(mod['u'], s)-zs))
assert error < 1e-6 and weight < 0.1
print(f"descent at 0.95 Fc: largest empty-band weight = {weight:.5f}")
_, weight = descend(zs+noise, mod, above)
assert weight > 0.5
print(f"descent at 1.05 Fc: stopped at empty-band weight = {weight:.3f}")

# Low-field polarizability, both spins: functional against perturbation theory
N = 96
mod = make_model(N, D, b, g)
Lam = 0.01
z, _, ok = stationary(mod, Lam, np.zeros(N, complex))
assert ok
field = 2*np.pi*Lam/(N*a)
centre = -a/(2*np.pi)*link_phase(spinors(z, mod))
alpha = -2*centre/field
q = 2*np.pi*np.arange(2000)/2000
m, w = D/2+b*(1-np.cos(q)), g*np.sin(q)
A = a/2*(g*np.cos(q)*m-w*b*np.sin(q))/(m*m+w*w)
alpha_pt = 4*np.mean(A*A/direct_gap(q))
assert abs(alpha/alpha_pt-1) < 0.01
volume = alpha*e_charge/(4*np.pi*epsilon_0)*1e9*1e3
print(f"polarizability per cell: functional {alpha:.6f} e nm^2/V")
print(f"  perturbation theory {alpha_pt:.6f} e nm^2/V")
print(f"  polarizability volume = {volume:.3f} cubic angstrom")

# Flat gap: a continuous path to the displaced filled band at eFL = Eg
N = 24
flat = make_model(N, D, 0, 0)
Lam = D/(2*np.pi)
j = np.arange(N)
phases, bands, smallest = [], [], 1.0
for eta in np.linspace(0, np.pi, 401):
    f = np.exp(1j*np.pi/2*j)
    if eta <= np.pi/2:
        s = np.cos(eta)*flat['u'] + np.sin(eta)*f[:, None]*flat['v']
    else:
        s = (np.sin(eta)*f[:, None]*flat['v']
             - np.cos(eta)*(f*f)[:, None]*flat['u'])
    link = dot(s, np.roll(s, -1, 0))
    smallest = min(smallest, np.min(abs(link)))
    phases.append(np.angle(np.prod(link/abs(link))))
    bands.append(np.einsum('ki,kij,kj->', s.conj(), flat['H'], s).real/N)
path = np.array(bands)-bands[0]-Lam*(np.unwrap(phases)-phases[0])/N
assert smallest > 0.7 and path.max() > 0
assert abs(path[-1] + Lam*np.pi) < 1e-8
print(f"flat path, eFL=Eg: highest energy = {path.max():.4f} eV per cell")
print(f"  final energy = {path[-1]:.4f} eV, smallest link = {smallest:.4f}")

# Complete transfer to the empty band, displaced by N/2-1 cells
R = N//2-1
moved = np.exp(2j*np.pi*R*j/N)[:, None]*flat['v']
cost = functional(moved, flat, 0)-functional(flat['u'], flat, 0)
crossing = 2*np.pi*cost/link_phase(moved)/D
assert abs(crossing-N/R) < 1e-10
print(f"flat gap, N=24: full transfer favourable above eFL/Eg={crossing:.4f}")

print("all tests passed")
```

It prints:

```
gap parameter D = 4.00 eV, dispersion b = 1.00 eV
interband coupling g = 0.80 eV, cell length a = 0.50 nm
flat gap, N= 5: s_N=0.9511, eFcL/Eg=6.6065
flat gap, N= 6: s_N=0.8660, eFcL/Eg=7.2552
flat gap, N= 8: s_N=1.0000, eFcL/Eg=6.2832
flat gap, N=12: s_N=1.0000, eFcL/Eg=6.2832
uncoupled bands, N= 8: Lam_c=5.1006 eV, bounds 4.000 and 6.000 eV
uncoupled bands, N=16: Lam_c=4.5615 eV, bounds 4.000 and 6.000 eV
gap curvature kappa = 2.6400 eV (derivative in k*a)
N=24: L=12.0 nm, Lam_c=4.2217 eV, two-term law=4.4254 eV
  eFcL/Eg=6.6314, Fc=2.2105 V/nm, Eg/(eL)=0.3333 V/nm
  largest |z| near threshold = 0.1460
N=48: L=24.0 nm, Lam_c=4.1974 eV, two-term law=4.2127 eV
  eFcL/Eg=6.5933, Fc=1.0989 V/nm, Eg/(eL)=0.1667 V/nm
  largest |z| near threshold = 0.0464
N=96: L=48.0 nm, Lam_c=4.1040 eV, two-term law=4.1063 eV
  eFcL/Eg=6.4466, Fc=0.5372 V/nm, Eg/(eL)=0.0833 V/nm
  largest |z| near threshold = 0.0143
1/N coefficient: extrapolated 10.498 eV, law 10.209 eV
large-L limit of eFcL/Eg = 6.2832
gap 2.0 eV, N=96: Lam_c=2.0792 eV, law=2.0838 eV
gap 6.0 eV, N=96: Lam_c=6.1230 eV, law=6.1249 eV
N=24, eFL/Eg=1: lowest curvature = 3.5221 eV
N=24, eFL/Eg=2: lowest curvature = 2.9492 eV
N=24, eFL/Eg=4: lowest curvature = 1.7589 eV
N=24, eFL/Eg=6: lowest curvature = 0.5343 eV
descent at 0.95 Fc: largest empty-band weight = 0.00612
descent at 1.05 Fc: stopped at empty-band weight = 0.693
polarizability per cell: functional 0.002052 e nm^2/V
  perturbation theory 0.002056 e nm^2/V
  polarizability volume = 2.954 cubic angstrom
flat path, eFL=Eg: highest energy = 3.0000 eV per cell
  final energy = -2.0000 eV, smallest link = 0.7071
flat gap, N=24: full transfer favourable above eFL/Eg=2.1818
all tests passed
```
